# Diamagnetic Cancellation in an Insulator and the False Pole from Truncated Bands

## A gap, and yet a metallic response

A model crystal has a band gap of 0.231 hartree (6.29 eV) and a static dielectric constant of 1.51. At a frequency of 0.05 hartree, about a fifth of the gap, its dielectric function is 1.53. Repeat the calculation with one empty band kept for motion along the field, and the same formula gives $-2.23$. That band carries 81% of the static paramagnetic current sum $F(0)$ defined below, but the missing 19% has turned a transparent insulator into something like a metal.

The conductivity is a difference of two terms divided by the frequency. In an insulator the two terms are equal at zero frequency, and whatever spoils their equality is magnified.

Hartree atomic units are used, with electron charge $-1$ and the factor $1/c$ absorbed in the vector potential $A$. The electrons are independent and move in a local potential $V$. The field is uniform, points along $x$, and is described by

$$
H=\tfrac12(p+A)^2+V,\qquad \mathcal E=-\frac{dA}{dt}.
$$

Here $p$ and $A$ are $x$ components; the kinetic energy of the other directions is understood. The velocity is $p+A$. The part $A$ gives the diamagnetic current, the part $p$ the paramagnetic current.

## The simplest case: one electron in one well

Let $\phi$ be the real, bound ground state at $A=0$. For constant $A$ the ground state is $\psi=e^{-iAx}\phi$, because

$$
(p+A)e^{-iAx}\phi=e^{-iAx}(-A+p+A)\phi=e^{-iAx}p\phi .
$$

Hence $\langle p+A\rangle=\langle\phi|p|\phi\rangle=0$. A constant $A$ contains no electric field, and it drives no current. The diamagnetic velocity $A$ is cancelled by an induced $\langle p\rangle=-A$.

To see this in perturbation theory, let $A(t)=A\cos\omega t$, switched on slowly. The term $A^2/2$ is a number and changes only the phase. Let $E_m$ be the excitation energies and $b_m$ the first-order amplitudes, with the ground-state phase removed:

$$
i\dot b_m=E_mb_m+p_{m0}A\cos\omega t .
$$

Write the cosine as two exponentials and solve for each:

$$
b_m=-\frac{p_{m0}A}{2}\left[\frac{e^{-i\omega t}}{E_m-\omega}+\frac{e^{i\omega t}}{E_m+\omega}\right].
$$

The induced momentum is $\sum_m(p_{0m}b_m+\text{c.c.})$. Adding the complex conjugate turns each exponential into $2\cos\omega t$, so

$$
\begin{aligned}
\delta\langle p\rangle
&=-A\cos\omega t\sum_m|p_{m0}|^2
\left[\frac1{E_m-\omega}+\frac1{E_m+\omega}\right]\\
&=-A\cos\omega t\sum_m\frac{2E_m|p_{m0}|^2}{E_m^2-\omega^2}.
\end{aligned}
$$

At $\omega=0$ the cancellation therefore requires $\sum_m2|p_{m0}|^2/E_m=1$.

**Limit: harmonic well.** For an oscillator of frequency $\omega_0$, $p$ connects the ground state to the first excited state alone, with $|p_{10}|^2=\omega_0/2$. The sum is $2(\omega_0/2)/\omega_0=1$, as required. At finite frequency the velocity per unit $A$ is

$$
1-\frac{\omega_0^2}{\omega_0^2-\omega^2}
=-\frac{\omega^2}{\omega_0^2-\omega^2}.
$$

It vanishes as $\omega^2$. Two levels suffice here because one transition holds the whole sum. When several transitions share the sum, a cut leaves part of the diamagnetic velocity uncompensated.

## From the well to the crystal

In a crystal of volume $\Omega$ the uniform field conserves the Bloch wavevector, so all transitions are vertical. Each filled state responds as above. Transitions between two filled states $v$ and $v'$ drop out of the total: the terms for $v\to v'$ and $v'\to v$ have the same $|p|^2$ and opposite $E$, while $2E/(E^2-\omega^2)$ is odd in $E$. What remains is

$$
F(\omega)=\frac1\Omega\sum_{v,c}
\frac{2E_{cv}|p_{cv}|^2}{E_{cv}^2-\omega^2},
$$

with $v$ filled, $c$ empty, $E_{cv}=E_c-E_v$, and the sum running over wavevectors and spin.

With electron density $n$ and charge $-1$, the current density is

$$
j=-nA-\frac1\Omega\,\delta\langle P\rangle=-[n-F(\omega)]A,
$$

where $P$ is the total momentum. For the time factor $e^{-i\omega t}$, $\mathcal E=-dA/dt=i\omega A$. Since $-1/i=i$,

$$
\sigma(\omega)=\frac{j}{\mathcal E}=\frac{i}{\omega}\,[n-F(\omega)] .
$$

This is the Kubo formula for the diagonal conductivity. In the absorbing range $\omega$ stands for $\omega+i0$.

**Limit: free electrons.** Without a potential $p$ is diagonal in the plane waves and drives no transitions, so $F=0$ and $\sigma=in/\omega$. The pole describes free acceleration. Its weight $D=n-F(0)$ is the Drude weight, and $i/(\omega+i0)=i\,\mathrm P(1/\omega)+\pi\delta(\omega)$ shows that it adds $\pi D\delta(\omega)$ to $\mathrm{Re}\,\sigma$.

## Why filled bands have no Drude weight

The phase $e^{-iAx}$ used for the single well changes a Bloch wavevector. So a state at fixed $k$ need not show the cancellation, and the whole zone has to be considered.

Let $k$ be the wavevector component along the field. The periodic parts of the Bloch functions obey $H_k=\frac12(p+k)^2+V$, and

$$
H_{k+\delta}=H_k+\delta(p+k)+\tfrac12\delta^2 .
$$

Between periodic parts, $p+k$ has the matrix elements that $p$ has between full Bloch functions. For a nondegenerate level, second-order perturbation theory gives

$$
E_v(k+\delta)=E_v+\delta p_{vv}+\delta^2\left[\frac12-
\sum_{m\ne v}\frac{|p_{mv}|^2}{E_m-E_v}\right]+\dots
$$

The coefficient of $\delta^2$ is half the second derivative, hence

$$
E_v''=1-2\sum_{m\ne v}\frac{|p_{mv}|^2}{E_m-E_v}.
$$

Now add the $N_v$ filled bands, with $W(k)=\sum_vE_v(k)$. Pairs of filled bands cancel, because exchanging them reverses the denominator:

$$
W''=N_v-2\sum_{v,c}\frac{|p_{cv}|^2}{E_c-E_v}.
$$

Filled bands may touch each other. $W$ stays smooth there, because it can be written as a contour integral of $z\,\mathrm{Tr}(z-H_k)^{-1}/(2\pi i)$ around the filled levels, and the gap leaves room for the contour. The right-hand side contains no small denominators between filled bands, so the relation continues through such points.

The spectrum is periodic in reciprocal space, and so is $W$. The zone average of $W''$ is the difference of $W'$ at equivalent points, which is zero. Therefore

$$
N_v=\left\langle2\sum_{v,c}\frac{|p_{cv}|^2}{E_{cv}}\right\rangle_{\rm zone}.
$$

Multiply by 2 for spin and divide by the cell volume. The left side becomes $n$ and the right side $F(0)$:

$$
n=F(0)\qquad\text{(filled bands, gap, all empty bands)}.
$$

The physical content is that constant $A$ replaces $k$ by $k+A$. A full zone shifted by $A$ is the same full zone, so neither the energy nor the current changes. In the model crystal $A=0.1$ changes the computed band energy per electron by no more than rounding error.

**Second case: two filled bands.** In a chain with the Gaussian wells of the example below deepened to 2 hartree, with a gap of 0.403 hartree above the second band, the averaged filled–empty sum should equal 2. It comes out as 2.00000000, with no filled–filled terms included.

**Limit where it fails: a half-filled band.** Let the lowest band of a chain be filled for $|k|<k_F$. By symmetry $E'(0)=0$, so the Drude weight per electron is

$$
\frac Dn=\frac1{k_F}\int_0^{k_F}E''(k)\,dk=\frac{E'(k_F)}{k_F}.
$$

For free electrons this is 1. For the chain with the wells of the example, the transition sum and the band slope both give 0.2575. This pole is physical: shifting a partly filled zone moves its boundary and produces a current.

## What remains after the cancellation

For the insulator, replace $n$ by $F(0)$. Each transition contributes to $F(0)-F(\omega)$ the amount

$$
\begin{aligned}
2|p_{cv}|^2\left[\frac1{E_{cv}}-\frac{E_{cv}}{E_{cv}^2-\omega^2}\right]
&=2|p_{cv}|^2\,\frac{E_{cv}^2-\omega^2-E_{cv}^2}{E_{cv}(E_{cv}^2-\omega^2)}\\
&=-\omega^2\,\frac{2|p_{cv}|^2}{E_{cv}(E_{cv}^2-\omega^2)} .
\end{aligned}
$$

With

$$
\alpha(\omega)=\frac1\Omega\sum_{v,c}
\frac{2|p_{cv}|^2}{E_{cv}(E_{cv}^2-\omega^2)}
$$

the conductivity is $\sigma=(i/\omega)(-\omega^2\alpha)=-i\omega\alpha$. It vanishes at zero frequency. The polarization obeys $j=dP_{\rm el}/dt=-i\omega P_{\rm el}$, so $P_{\rm el}=(i\sigma/\omega)\mathcal E=\alpha\mathcal E$ and

$$
\epsilon(\omega)=1+4\pi\alpha(\omega).
$$

This is an independent-electron $\epsilon$. Here $\mathcal E$ is the total macroscopic field, which includes the macroscopic part of the field induced by the electrons. The induced local fields, which vary within the cell, are not fed back into their motion.

**Test in real time.** A sudden step $A_0$ is an electric pulse $\mathcal E=-A_0\delta(t)$. The Laplace transform of the current that follows, divided by $-A_0$, is $\sigma(i\eta)$, which should equal $\eta\alpha(i\eta)$. Propagating the wavefunctions after a small step gives 0.0036471 atomic units at $\eta=0.1$ hartree, and the formula gives the same digits.

**Limit: high frequency.** Far above the transitions that carry the weight, $F(\omega)$ tends to zero and $\sigma\to in/\omega$. The electrons then respond as if free. The insulator lacks the pole at $\omega=0$, but keeps this $1/\omega$ tail.

## Cutting the band sum

Keep $N$ bands, including the filled ones, and call the sums over the kept transitions $F_N$ and $\alpha_N$. If the diamagnetic term still contains the full density, the static remainder is

$$
D_N=n-F_N(0)=F(0)-F_N(0)
=\frac1\Omega\sum_v\sum_{c>N}\frac{2|p_{cv}|^2}{E_{cv}} .
$$

Every term is nonnegative, so the false Drude weight is the static response of the omitted bands. It cannot grow when a band is added. Splitting $n-F_N(\omega)$ into $D_N+[F_N(0)-F_N(\omega)]$ gives

$$
\sigma_N=\frac{iD_N}{\omega}-i\omega\alpha_N,\qquad
\epsilon_N=1+4\pi\alpha_N-\frac{4\pi D_N}{\omega^2}.
$$

There is also an energetic reading. The few kept bands represent only part of the change of wavefunction that accompanies $k\to k+A$. The energy of the truncated problem then rises by $D_NA^2/2$ per volume, as for mobile charge. The curvature of its lowest eigenvalue, averaged over the zone, agrees with $D_N/n$ within the test tolerance of $10^{-4}$. That resolves the values up to $N=5$ below; at $N=6$ the weight itself is smaller than the tolerance.

At low frequency $\epsilon_N$ is negative. It crosses zero where $\omega^2=4\pi D_N/[1+4\pi\alpha_N(\omega)]$. Using the static $\alpha_N$ gives

$$
\omega_0\approx\left[\frac{4\pi D_N}{1+4\pi\alpha_N(0)}\right]^{1/2}.
$$

Below the first transition $\alpha_N$ grows with frequency, so this estimate lies above a crossing that falls in that range. The excess is small when the crossing lies far below the first transition, where $\alpha_N$ is still close to its static value.

## Numbers for the model crystal

The potential is $V(x)+V(y)+V(z)$, each part a periodic row of Gaussian wells, $V(x)=-V_0\sum_m e^{-(x-ma)^2/2w^2}$, with depth $V_0=0.5$ hartree, width $w=1$ bohr and lattice constant $a=8$ bohr. Two electrons per cell fill the lowest band, so $n=2/8^3=0.003906$ bohr$^{-3}$. The wavefunctions are products, and $p_x$ leaves the $y$ and $z$ factors unchanged. The response along $x$ thus needs only one-dimensional bands, and $N$ counts these $x$ bands.

The plasma frequency is $\sqrt{4\pi n}=0.2216$ hartree, so $4\pi n=0.04909$ hartree$^2$. For $N=2$, $D_N/n=0.18995$. At $\omega=0.05$ hartree the false term is

$$
\frac{4\pi D_N}{\omega^2}=\frac{0.04909\times0.18995}{0.0025}=3.730,
$$

and $\epsilon_N=1.497-3.730=-2.233$ with these rounded inputs. This is the negative value of the opening. The last two columns give $\epsilon$ at 0.05 hartree without the subtraction (raw) and with $n$ replaced by $F_N(0)$ (subtracted).

| $N$ | $D_N/n$ | $\omega_0$ (hartree) | raw | subtracted |
|---|---|---|---|---|
| 2 | 0.190 | 0.0783 | −2.232 | 1.4973 |
| 3 | 0.0239 | 0.0278 | 1.060 | 1.5287 |
| 4 | 0.00377 | 0.0111 | 1.456 | 1.5299 |
| 5 | 0.000559 | 0.0043 | 1.519 | 1.5299 |
| 6 | 0.000078 | 0.0016 | 1.528 | 1.5299 |

For $N=2$ the false zero lies at 2.13 eV, well inside the gap. The estimate is 0.0793 hartree, about 1% too high.

The row $N=3$ looks harmless because $\epsilon$ is positive, but $\epsilon-1$ is 0.060 instead of 0.530. Almost nine tenths of the polarization is missing, although only 2.4% of the static sum was cut.

From each row of the table to the next, $D_N$ falls by a factor of 6 to 8. The zero falls only as the square root, by a factor of 2.5 to 2.8. To keep the pole term below 0.01 in $\epsilon$ at 0.05 hartree one needs

$$
\frac{D_N}{n}<\frac{0.01\times0.0025}{0.04909}=5.1\times10^{-4},
$$

which $N=5$ just misses and $N=6$ meets. At a tenth of the frequency the requirement is a hundred times stricter, and none of the listed cases meets it.

## The subtraction and its price

Replacing $n$ by $F_N(0)$ removes the pole and leaves $\epsilon=1+4\pi\alpha_N$. Compare the two errors relative to the full band sum. Without subtraction, an omitted transition contributes

$$
\frac{4\pi}{\Omega\omega^2}\,\frac{2E_{cv}|p_{cv}|^2}{E_{cv}^2-\omega^2};
$$

with subtraction it contributes

$$
\frac{4\pi}{\Omega}\,\frac{2|p_{cv}|^2}{E_{cv}(E_{cv}^2-\omega^2)} .
$$

The second is $\omega^2/E_{cv}^2$ times the first. Below all omitted transitions both are nonnegative. If $E_N$ is the lowest omitted transition energy, the total error therefore shrinks at least by the factor $(\omega/E_N)^2$.

For $N=2$, $E_N=0.4283$ hartree and the factor is $(0.05/0.4283)^2=0.0136$. The raw error of 3.76 then bounds the subtracted error by 0.051; the actual value is 0.033.

**Limit: high frequency again.** Far above the kept transitions, $F_N(\omega)\to0$ and the subtracted conductivity tends to $iF_N(0)/\omega$. The exact conductivity reaches $in/\omega$ once $\omega$ is also far above the omitted transitions that carry weight. There, for $N=2$, the subtracted tail is 19% weaker than the exact one. The subtraction repairs the low-frequency response and gives up part of the high-frequency weight.

It also requires a gap. Applied to the half-filled chain, it would delete the true Drude weight of 0.2575 per electron along with any false one.

## A second source: the $k$ mesh

Even with all bands, a finite mesh need not average $E''$ to zero. For one filled band write $E(k)=\sum_RE_Re^{ikR}$, where $R$ runs over multiples of the lattice constant $a$. Then $E''=-\sum_RR^2E_Re^{ikR}$. On $M$ equally spaced points including $k=0$, the phase $e^{ikR}$ averages to 1 if $R$ is a multiple of $Ma$ and to 0 otherwise. Thus

$$
\left(\frac Dn\right)_{\rm mesh}=-\sum_{j\ne0}(jMa)^2E_{jMa}.
$$

The coefficients of a smooth isolated band, analytic in a strip around real $k$, fall exponentially, and so does this pole. The transition sums give $0.364$, $-0.048$, $-4.8\times10^{-4}$ and $-3.8\times10^{-8}$ for $M=1,2,4,8$, in agreement with the Fourier formula.

Unlike the truncation pole, this one can be negative. With $M=1$ it is the band curvature at the zone center, 0.364. With $M=2$ it is the mean of the curvatures at the center and the edge, so the edge curvature is $2(-0.048)-0.364=-0.46$. The edge outweighs the center, and the false term then raises $\epsilon$ at low frequency.

Refining the mesh does not supply missing bands, and adding bands does not complete the zone average. Evaluating $F_N(0)$ with the same bands and the same mesh as $F_N(\omega)$ removes both poles, since the algebra that produced $-\omega^2\alpha$ holds transition by transition.

## When the potential is nonlocal

The diamagnetic term was $n$ because $\partial^2H_k/\partial k^2=1$. If $V$ is nonlocal and the field enters through $k\to k+A$, then $H_k$ has a different first derivative, which replaces $p$ as the velocity, and a second derivative that is no longer 1. The perturbation expansion then gives

$$
W''=\sum_v\left\langle\frac{\partial^2H_k}{\partial k^2}\right\rangle_v
-2\sum_{v,c}\frac{|(\partial H_k/\partial k)_{cv}|^2}{E_{cv}},
$$

and its zone average is still zero. The cancellation survives, provided both terms come from the same Hamiltonian. Combining the bare $n$ with the new velocity, or the new diamagnetic term with the bare $p$, would in general leave a pole even with a complete band sum.

The remaining digits of the example are in the numerical output below.

## Computed values

```
lattice constant 8.0 bohr; well width 1.0 bohr
well depth 0.50 hartree
electron density n 0.003906 bohr^-3
plasma frequency sqrt(4 pi n) 0.22156 hartree
crystal gap 0.23131 hartree = 6.294 eV
smallest vertical x-transition 0.25672 hartree
all bands: F(0)/n 1.0000000000; |1-F(0)/n| 5.8e-15
energy change per electron for constant A=0.1: 2.8e-17 hartree
two filled bands (well depth 2 hartree): gap 0.40318 hartree
two filled bands: response sum 2.00000000 (expected 2)
half-filled chain: D/n from response 0.257507
half-filled chain: slope/kF 0.257507
sigma(i eta), eta=0.1 hartree, real time: 0.0036471 a.u.
sigma(i eta), eta=0.1 hartree, formula:   0.0036471 a.u.
static epsilon, all bands 1.513742
epsilon at 0.05 hartree, all bands 1.529927
Mesh pole with all bands (mesh contains k=0):
  M=1: D/n = 3.635e-01
  M=2: D/n = -4.754e-02
  M=4: D/n = -4.832e-04
  M=8: D/n = -3.769e-08
Truncation pole; N includes the filled x band:
  N=2: D_N/n=1.8995e-01; lowest omitted energy=0.4283 hartree
    false zero=0.078263 hartree = 2.1297 eV; estimate=0.079336 hartree
    epsilon at 0.05 hartree: raw=-2.232457, subtracted=1.497278
    absolute error: raw=3.762e+00, subtracted=3.265e-02
  N=3: D_N/n=2.3861e-02; lowest omitted energy=0.7843 hartree
    false zero=0.027783 hartree = 0.7560 eV; estimate=0.027828 hartree
    epsilon at 0.05 hartree: raw=1.060218, subtracted=1.528732
    absolute error: raw=4.697e-01, subtracted=1.195e-03
  N=4: D_N/n=3.7697e-03; lowest omitted energy=1.3297 hartree
    false zero=0.011054 hartree = 0.3008 eV; estimate=0.011057 hartree
    epsilon at 0.05 hartree: raw=1.455838, subtracted=1.529855
    absolute error: raw=7.409e-02, subtracted=7.146e-05
  N=5: D_N/n=5.5903e-04; lowest omitted energy=2.0073 hartree
    false zero=0.004258 hartree = 0.1159 eV; estimate=0.004258 hartree
    epsilon at 0.05 hartree: raw=1.518945, subtracted=1.529922
    absolute error: raw=1.098e-02, subtracted=5.010e-06
  N=6: D_N/n=7.7742e-05; lowest omitted energy=2.8667 hartree
    false zero=0.001588 hartree = 0.0432 eV; estimate=0.001588 hartree
    epsilon at 0.05 hartree: raw=1.528400, subtracted=1.529927
    absolute error: raw=1.527e-03, subtracted=3.558e-07
```
